# Born-Huang Coupled Nuclear Equations and the First-Derivative Coupling, part 2

Nuclear motion couples electronic states, and the problem is to find these couplings and to decide when one energy surface is enough. Hartree atomic units are used. Let $R$ denote all nuclear positions; nucleus $\alpha$ has mass $M_\alpha$ and gradient $\nabla_\alpha$. The Hamiltonian is

$$
H=-\sum_\alpha\frac{\nabla_\alpha^2}{2M_\alpha}+h(R).
$$

At fixed $R$, the electronic states satisfy $h\varphi_j=E_j\varphi_j$. They are orthonormal, complete and smooth in the region considered, and may be complex. Brackets integrate over electrons only. The wavefunction is $\Psi=\sum_j\chi_j\varphi_j$, with nuclear amplitudes $\chi_j$. Define

$$
d_{ij}^{\alpha}=\langle\varphi_i|\nabla_\alpha\varphi_j\rangle,\qquad
G_{ij}^{\alpha}=\langle\varphi_i|\nabla_\alpha^2\varphi_j\rangle .
$$

The amplitudes obey

$$
\begin{aligned}
i\partial_t\chi_i={}&\left[-\sum_\alpha\frac{\nabla_\alpha^2}{2M_\alpha}+E_i\right]\chi_i\\
&-\sum_{\alpha,j}\frac{1}{2M_\alpha}
\left[2d_{ij}^{\alpha}\cdot\nabla_\alpha+G_{ij}^{\alpha}\right]\chi_j .
\end{aligned} \tag{7}
$$

Orthonormality gives

$$
0=\langle\nabla_\alpha\varphi_i|\varphi_j\rangle+d_{ij}^{\alpha}
=(d_{ji}^{\alpha})^*+d_{ij}^{\alpha}. \tag{8}
$$

The differentiated eigenvalue equation, projected on $\varphi_i$, is

$$
\langle\varphi_i|\nabla_\alpha h|\varphi_j\rangle+E_id_{ij}^{\alpha}
=\delta_{ij}\nabla_\alpha E_j+E_jd_{ij}^{\alpha}.
$$

For distinct states with different energies, division gives

$$
d_{ij}^{\alpha}=\frac{\langle\varphi_i|\nabla_\alpha h|\varphi_j\rangle}{E_j-E_i}. \tag{9}
$$

For $i=j$ the coupling cancels, which leaves the diagonal element undetermined.

The double-well model has one electron at $x$ and one nucleus of mass $M$ at $R$, both on a line, with real electronic states and

$$
h(R)=-\frac12\frac{\partial^2}{\partial x^2}+bx^4-ax^2+gRx+\frac{k}{2}R^2 .
$$

Its parameters are $a=0.5$, $b=0.05$, $g=0.1$, $k=0.2$ and $M=100$. A prime denotes $\partial/\partial R$ at fixed $x$, and $G=d'+dd$ for this one coordinate. At $R=0$ the gap $E_2-E_1$ is $0.0562$ hartree and $d_{12}(0)=3.399$ bohr$^{-1}$. The bare surface is the lowest surface $E_1$ without any coupling terms.

In the two-state limit, with fixed electronic states $u_1,u_2$, the eigenstates are

$$
\varphi_1=\cos\theta\,u_1-\sin\theta\,u_2,\qquad
\varphi_2=\sin\theta\,u_1+\cos\theta\,u_2 ,
$$

and $d_{12}=\theta'$.

### What the phase can change

At any one point, that missing information is a choice of phase. Replace $\varphi_j$ by $e^{i\lambda_j(R)}\varphi_j$, with real $\lambda_j$. The product rule gives

$$
\tilde d_{ij}^{\alpha}=e^{i(\lambda_j-\lambda_i)}
\left(d_{ij}^{\alpha}+i\,\delta_{ij}\nabla_\alpha\lambda_j\right).
$$

An off-diagonal coupling changes only by a phase factor, while a diagonal one is shifted by an imaginary gradient. The wavefunction is unchanged if $\chi_j$ is multiplied by $e^{-i\lambda_j}$ at the same time.

A gradient has no curl, so with several coordinates the curl of the diagonal coupling is the same for every choice of phase. For two coordinates $a$ and $b$, the second derivatives of $\varphi_i$ cancel in the curl, and completeness together with (8) gives

$$
\partial_ad_{ii}^{b}-\partial_bd_{ii}^{a}
=\langle\partial_a\varphi_i|\partial_b\varphi_i\rangle-\langle\partial_b\varphi_i|\partial_a\varphi_i\rangle
=-\sum_{k\ne i}\left(d_{ik}^{a}d_{ki}^{b}-d_{ik}^{b}d_{ki}^{a}\right).
$$

The right side is fixed by the off-diagonal couplings. It vanishes for real states but need not vanish for complex ones, and where it does not, no phase removes $d_{ii}$ over a region.

A four-state complex Hamiltonian with two nuclear coordinates tests (8) and (9) for complex states; the curl is not part of this test. For the first coordinate, with phases that vary with position, the eigenvectors give

$$
d_{11}=0.300\,i,\quad
d_{12}=0.373+0.128\,i,\quad
d_{21}=-0.373+0.128\,i .
$$

The value of $d_{11}$ is the slope of the phase $\lambda_1=0.3q_1+0.2q_2^2$, with $q_1,q_2$ the two coordinates, which is put in by hand on states whose diagonal coupling is otherwise zero at this point; it illustrates the shift $i\nabla\lambda_j$ and is not a property of the Hamiltonian. The last two satisfy $d_{21}=-d_{12}^*$: the real part changes sign and the imaginary part does not. The program also tests every off-diagonal element against (9), for both coordinates.

### Completeness and the squared derivative

Take the divergence of $d_{ij}^{\alpha}$:

$$
\nabla_\alpha\cdot d_{ij}^{\alpha}
=\langle\nabla_\alpha\varphi_i|\cdot|\nabla_\alpha\varphi_j\rangle+G_{ij}^{\alpha}.
$$

The central dot contracts the Cartesian components. Insert completeness in the first term and use $\langle\nabla_\alpha\varphi_i|\varphi_k\rangle=(d_{ki}^{\alpha})^*=-d_{ik}^{\alpha}$. This gives

$$
G_{ij}^{\alpha}=\nabla_\alpha\cdot d_{ij}^{\alpha}
+\sum_kd_{ik}^{\alpha}\cdot d_{kj}^{\alpha}. \tag{10}
$$

The kinetic operator in (7) is therefore $-\sum_\alpha(\nabla_\alpha+d^\alpha)^2/(2M_\alpha)$. Both $\nabla_\alpha$ and $d^\alpha$ are anti-Hermitian, the former for amplitudes whose boundary terms vanish. The square of their sum is Hermitian, component by component.

The intermediate sum in (10) must run over all electronic states, even if only a few elements of $G$ are wanted. In the four-state test, the identity holds to $2.3\times10^{-6}$, at the level of the finite differences, when all four states are kept in the sum. With two intermediate states the largest mismatch in the corresponding block is $0.145$.

Let $P$ be a group of retained states and $Q$ all others. Taking the $P$ block of (10),

$$
G_{PP}^{\alpha}=\nabla_\alpha\cdot d_{PP}^{\alpha}
+d_{PP}^{\alpha}\cdot d_{PP}^{\alpha}
+d_{PQ}^{\alpha}\cdot d_{QP}^{\alpha}.
$$

If the amplitudes in $Q$ are set to zero, the retained Hamiltonian is

$$
H_P=-\sum_\alpha\frac{(\nabla_\alpha+d_{PP}^{\alpha})^2
+d_{PQ}^{\alpha}\cdot d_{QP}^{\alpha}}{2M_\alpha}+E_P. \tag{11}
$$

Since $d_{PQ}=-d_{QP}^{\dagger}$, the extra term is a nonnegative matrix: the omitted states still contribute to the kinetic energy of the retained ones.

For one real state, $d_{11}=0$ and (11) becomes

$$
H_1=-\sum_\alpha\frac{\nabla_\alpha^2}{2M_\alpha}+E_1
+\sum_{\alpha,k\ne1}\frac{|d_{k1}^{\alpha}|^2}{2M_\alpha}. \tag{12}
$$

The last term is the diagonal correction. In the double-well model, state 2 alone contributes at $R=0$

$$
\frac{3.399^2}{2\times100}=0.0578\ \text{hartree}.
$$

The sum over all states has the same value to this accuracy. It is comparable with the bare barrier of $0.0693$ hartree. At the lowest grid point, $|R|=1$ bohr, the correction is only $5.1\times10^{-5}$ hartree.

### What the single-surface levels bound

The bare ground level lies below the exact one, or equals it. To see this, note that $h(R)-E_1(R)$ has no negative expectation value, because $E_1$ is the lowest electronic energy at $R$. With $T$ the nuclear kinetic energy,

$$
\langle\Psi|H|\Psi\rangle\ge\langle\Psi|T+E_1|\Psi\rangle .
$$

The operator on the right does not act on the electrons. At each set of electron coordinates, its expectation is at least the bare ground energy times the norm of that slice of $\Psi$. Integration over the electrons proves the claim.

This argument does not order the excited levels. Viewed in the full space, $T+E_1$ has its ground energy once for every independent electronic function. That energy is infinitely degenerate, so comparing ordered levels never reaches the first excited vibration.

The diagonally corrected levels are upper bounds, level by level. Functions of the form $\varphi_1\chi$ are a subset of all wavefunctions, and (12) gives the expectation of the full Hamiltonian in that subset. Number the levels from zero. The span of the lowest $n+1$ corrected states contains a vector orthogonal to the lowest $n$ exact states, since this imposes only $n$ conditions. Its energy is at least exact level $n$, and at most corrected level $n$. Hence corrected level $n$ cannot lie below exact level $n$.

### Vibronic levels of the model

The full Hamiltonian is diagonalized in a product of fixed electronic and nuclear functions, which makes no use of adiabatic states. In hartree, the levels are:

| Level | Full | Bare | Corrected |
|---:|---:|---:|---:|
| 0 | -0.68089 | -0.68166 | -0.68087 |
| 1 | -0.68010 | -0.67986 | -0.67968 |
| 2 | -0.64063 | -0.64429 | -0.63986 |
| 3 | -0.63488 | -0.63309 | -0.63259 |

The two bounds hold. Levels 1 and 3 lie below their bare counterparts by $0.00024$ and $0.00179$ hartree, which shows that the lower bound does not extend to excited levels.

The diagonal correction improves levels 0 and 2 but worsens levels 1 and 3. It is positive, so it can only raise the ordered levels, and levels 1 and 3 of the bare surface are already too high. The corrected splitting of the lowest pair is $0.00119$ hartree, still 50 percent above the full value of $0.00079$ hartree, or $21.5$ meV.

With two coupled states and the omitted-state term in (11), the largest error among the four levels falls from $2.3\times10^{-3}$ to $1.9\times10^{-6}$ hartree. With six states it is below $10^{-9}$ hartree, relative to the full calculation in the same electronic basis. This last figure measures agreement between two forms of the same model, not the accuracy of a molecular calculation. Both single-surface splittings are too large, and the excess is removed by letting the second electronic amplitude be nonzero: the two-state levels give $0.6808876-0.6800984=0.00079$ hartree.

### When one surface is enough

Consider first the limit of heavy nuclei near a smooth minimum, with a finite electronic gap and low vibrational excitation. The vibrational energy scales as $M^{-1/2}$. Equating it to $p^2/(2M)$ gives a nuclear momentum $p$ of order $M^{1/4}$. The first-derivative coupling is then of order $dp/M\sim M^{-3/4}$. For real states it is off-diagonal, so its leading energy shift is its square divided by the gap, of order $M^{-3/2}$. The diagonal correction is of order $M^{-1}$. In this regime the bare surface is the leading description, and the diagonal correction is the larger of these two coupling effects on the position of a level. Its part of order $M^{-1}$ is the value at the minimum, which shifts all low levels of that minimum alike. In a vibrational spacing only its variation over the vibration remains. The mean-square displacement is of order $M^{-1/2}$, so this remainder is of order $M^{-3/2}$, the same order as the shift from the first-derivative coupling.

A large mass does not suffice at every gap. For a nuclear wave with velocity $v=p/M$, the gradient acts as $ip$, and the first-derivative term between states $i$ and $j$ becomes $-iv\,d_{ij}$. To leading order, the amplitude mixed into the other state is small if

$$
\frac{|v\,d_{ij}|}{|E_j-E_i|}
=\frac{|v\langle\varphi_i|h'|\varphi_j\rangle|}{(E_j-E_i)^2}\ll1 .
$$

In the model, level 0 lies below the barrier top, so there is no classical velocity at $R=0$. The decay rate $\kappa$ of a tunnelling amplitude provides a corresponding estimate, taken here with the energy of the full level 0 and the top of the bare barrier:

$$
\kappa=\sqrt{2\times100\,(0.6809-0.6327)}=3.10\ \text{bohr}^{-1}.
$$

The coupling scale is $d_{12}\kappa/M=3.399\times3.10/100=0.105$ hartree, about 1.9 times the gap. This compares magnitudes only, and symmetry decides how the coupling acts in each level. The Hamiltonian is unchanged when $x$ and $R$ both change sign, and at $R=0$ the state $\varphi_1$ is even in $x$ while $\varphi_2$ is odd. Level 0 is even under this joint reversal, so its second amplitude vanishes at $R=0$. The corrected single surface reproduces its energy to $2.3\times10^{-5}$ hartree. Even parity alone does not ensure such accuracy, since it fixes the second amplitude only at that one point: level 2 is also even, and its corrected energy is too high by $0.00077$ hartree, more than the $0.00042$ hartree of level 1. Level 1 is odd, so its first amplitude vanishes at $R=0$ while the second need not. For level 1, the second state therefore cannot be treated as a small admixture near the top of the barrier.

### Where the quotient fails

At a degeneracy, (9) would divide by zero. If smooth eigenstates exist there, the equation before the division says that their off-diagonal gradient element vanishes, and it leaves $d_{ij}$ undetermined. If no smooth eigenstates exist, the derivation itself does not apply.

A two-coordinate example shows the second case. Let

$$
W(X,Y)=\begin{pmatrix}-X&Y\\Y&X\end{pmatrix}.
$$

The energies are $\pm\rho$, with $\rho=\sqrt{X^2+Y^2}$. The same rotation as in the two-state limit now has $\tan2\theta=Y/X$, so $2\theta$ is the polar angle. Since $d_{12}=\nabla\theta$, its magnitude is $1/(2\rho)$. It diverges at the crossing. One circuit around the origin changes $\theta$ by $\pi$, which reverses the sign of both real electronic states. The nuclear amplitudes must reverse sign too, or position-dependent phases must make the states single-valued. The second choice introduces nonzero imaginary diagonal couplings. For equal nuclear masses $M$, the diagonal correction is $1/(8M\rho^2)$, and its integral over the plane diverges logarithmically at the origin if the amplitude there is nonzero. A single-surface amplitude must therefore vanish there to have finite energy.

The quotient can also fail without a degeneracy, when the electronic states are computed in a finite basis that moves with the nuclei. Let $b_\mu(R)$ be an orthonormal moving basis, $c_j$ the coefficient vector of state $j$, and $B_{\mu\nu}=\langle b_\mu|\nabla b_\nu\rangle$. Differentiating $\varphi_j=\sum_\mu b_\mu c_{\mu j}$ gives

$$
d_{ij}=c_i^\dagger\nabla c_j+c_i^\dagger Bc_j .
$$

The eigenvalue equation for the coefficients gives the first term as $c_i^\dagger(\nabla h_b)c_j/(E_j-E_i)$, where $h_b$ is the matrix of $h$. Its gradient contains derivatives of the basis functions as well as of the operator:

$$
(\nabla h_b)_{\mu\nu}=\langle b_\mu|\nabla h|b_\nu\rangle
+\langle\nabla b_\mu|h|b_\nu\rangle+\langle b_\mu|h|\nabla b_\nu\rangle .
$$

For a complete basis, the last two terms form $h_bB-Bh_b$, because $B^\dagger=-B$. Between eigenvectors this is $(E_i-E_j)c_i^\dagger Bc_j$. Division by $E_j-E_i$ gives $-c_i^\dagger Bc_j$, which cancels the direct basis term in $d_{ij}$ and restores (9). In an incomplete moving basis, the derivatives $\nabla b_\nu$ can leave the basis space, and this cancellation is not guaranteed. The basis derivatives must then be kept. The numerical model uses fixed electronic functions, for which $B=0$ and (9) holds within the finite basis as well.

## Computed values

```
MODEL INPUT (atomic units)
a = 0.5, b = 0.05, g = 0.1, k = 0.2, M = 100.0
Electronic levels 1,2,3 at R=0 (Ha): -0.632746 -0.576530 0.254744

STATES 1 AND 2: gap (Ha), gradient element (Ha/bohr), d12 (1/bohr)
R(bohr)   E1(Ha)     E2(Ha)     gap      <1|h'|2>  d12 quot. d12 diff.
 0.00  -0.632746  -0.576530  0.056217  0.191084   3.39904   3.39904
 0.10  -0.637647  -0.569735  0.067912  0.158379   2.33211   2.33211
 0.20  -0.648196  -0.553505  0.094691  0.114028   1.20421   1.20421
 0.50  -0.680224  -0.481724  0.198500  0.055889   0.28156   0.28156
 1.00  -0.702071  -0.318094  0.383977  0.031906   0.08309   0.08309
Ratios R=0 to R=1: gap 0.1464, gradient element 5.9890, d12 40.907

COUPLED EQUATION AT R = 0.1 bohr, component 1 of H Psi (Ha x ampl.)
direct -0.5220070; sum of terms -0.5220070
uncoupled -0.6038055, first-deriv. 0.0088750, second-deriv. 0.0729236

LOWER SURFACE
lowest grid point |R| = 1.00 bohr, barrier at R=0: 0.069324 Ha
diagonal correction at R=0: 0.057773 Ha, at the minimum: 5.060e-05 Ha
Hermiticity defect: first-derivative term alone 0.015091, with d' term 9.3e-09

VIBRONIC LEVELS (Ha)
level  full H      bare surf.  1 state+corr  2 states    6 states
  0  -0.6808883  -0.6816621  -0.6808654    -0.6808876  -0.6808883
  1  -0.6800990  -0.6798602  -0.6796794    -0.6800984  -0.6800990
  2  -0.6406342  -0.6442873  -0.6398613    -0.6406323  -0.6406342
  3  -0.6348806  -0.6330889  -0.6325885    -0.6348787  -0.6348806
full minus bare, levels 0-3 (Ha): 0.0007738 -0.0002388 0.0036532 -0.0017916
largest |error|, bare: 3.65e-03 Ha
largest |error|, 1 state+corr: 2.29e-03 Ha
largest |error|, 2 states: 1.90e-06 Ha
largest |error|, 6 states: 1.66e-10 Ha
Splitting of levels 0,1 (Ha): full 0.0007893, bare 0.0018019, 1 state+corr 0.0011859
Full splitting converted: 21.479 meV

COMPLEX FOUR-STATE TEST, TWO NUCLEAR COORDINATES
coordinate 1: d11 = 0.30000 i, d12 = 0.37341+0.12767j, d21 = -0.37341+0.12767j
coordinate 2: d11 = 0.28000 i, d12 = 0.20034-0.00127j, d21 = -0.20034-0.00127j
G - (div d + d.d): all states 2.3e-06, only two intermediate states 0.14545
```
